Strain Derivative of Projectors and the Ultrasoft Nonlocal Stress, part 2

We seek the stress σ_ab = Ω⁻¹ dF/dε_ab (pressure −σ_aa/3, a summed) for plane waves with nonlocal projectors and augmentation charges, in Hartree atomic units. The strain r_a → r_a + ε_ab r_b is taken at ε = 0; the cell volume obeys dΩ/dε_ab = Ω δ_ab.

(A1) Atoms τ keep fractional coordinates; (A2) each q = k + G keeps reciprocal coordinates; (A3) projectors are rigid. Phases exp(−i G·τ) are constant, and functions Φ(q) of fixed form obey

dΦ/dε_ab = −q_a ∂_b Φ. (1)

With u = q/|q|, real harmonics Y_lm, R_lm(q) = |q|^l Y_lm(u) and radial integral f_l, Lemma 1 reads

β_lm(q) = (4π/√Ω) (−i)^l f_l(|q|) Y_lm(u) exp(−i q·τ).

For q ≠ 0 and A = (4π/√Ω)(−i)^l exp(−i q·τ),

dβ_lm/dε_ab = V_ab + R_ab + W_ab, (2)

V_ab = −½ δ_ab β_lm (volume),

R_ab = −A u_a u_b |q| f_l′ Y_lm (radial),

W_ab = −A f_l [ u_a (∂_b R_lm)(u) − l u_a u_b Y_lm ] (angular).

At q = 0 only V_ab remains (Remark 2).

Now i labels atom, radial channel, l, m. State ψ_kn = Ω^(−1/2) Σ_G c_kn(G) exp(i q·r) has energy e_kn, projections p_i = Σ_G β_i(q)* c(G) and weight ω_kn = 2 w_k x_kn (k-point weight, occupation); ρ_ij = Σ_kn ω_kn p_i* p_j; S = 1 + Σ q_ij |β_i⟩⟨β_j|; N_e is the electron number.

(B1) Q_ij(r) = Σ_L Q^L_ij(r) [Y_i Y_j]_L(r̂), L being angular momentum, is real, symmetric and rigid, with transform Q̃_ij(G) and q_ij = Q̃_ij(0); D⁰_ij is real, symmetric, strain-independent, diagonal in l, m and independent of m.

(B2) E_d depends on orbitals only through N(G) = Ω n(G); δE_d = ∫ V δn d³r = Σ_G V(G)* δN(G).

(B3) At ε = 0 orbitals are self-consistent eigenstates with Fermi–Dirac occupations; c, x are differentiable in ε.

N(G) = Σ_kn ω_kn Σ_G′ c(G′+G) c(G′)* + Σ_ij ρ_ij Q̃_ij(G) exp(−i G·τ). (4)

F = Σ_kn ω_kn Σ_G ½|q|² |c|² + Σ_ij D⁰_ij ρ_ij + E_d[N; ε] − TS,

TS = −2 kT Σ_kn w_k [ x ln x + (1−x) ln(1−x) ].

### Lemma 5 (Hamiltonian and screened D)

∂F/∂c_kn(G)* = ω_kn (H c_kn)(G) and ∂F/∂x_kn = 2w_k ⟨ψ|H|ψ⟩ + 2 w_k kT ln[x/(1−x)], with

H(G,G′) = ½|q|² δ_GG′ + V(G−G′) + Σ_ij β_i(q) D_ij β_j(q′)*,

D_ij = D⁰_ij + Σ_G V(G)* Q̃_ij(G) exp(−i G·τ) = D⁰_ij + ∫ V(r) Q_ij(r − τ) d³r. (5)

Proof. By (B2) a variation of the first part of (4) changes E_d by the variation of Σ ω Σ_GG′ c(G′)* V(G)* c(G′+G) at fixed V. Since V(G)* = V(−G) and −G = G′ − (G′+G), this is Σ ω c† V c with the matrix V(G−G′). A variation of the second part changes E_d by Σ_ij δρ_ij Σ_G V(G)* Q̃_ij(G) exp(−i G·τ), which has the form of the bare term D⁰_ij δρ_ij and adds to it. The two forms in (5) agree because V(r) = V(r)* = Σ V(G)* exp(−i G·r) and ∫ exp(−i G·r) Q(r−τ) d³r = Q̃(G) exp(−i G·τ). Hence δF = δ[Σ ω c† H c] at fixed V and D, minus δ(TS). Differentiating with respect to c* gives the first statement. For the second, ∂ω/∂x = 2w, and the derivative of x ln x + (1−x) ln(1−x) is ln x − ln(1−x). ∎

### Lemma 6 (only the explicit strain dependence survives)

Let λ_kn = ω_kn e_kn and the Fermi level μ be frozen at their values for ε = 0, and set

L = F − Σ_kn λ_kn (⟨ψ_kn|S|ψ_kn⟩ − 1) − μ (Σ_kn ω_kn − N_e).

Then dF/dε_ab along the self-consistent solution equals the partial derivative of L at fixed c and x.

Proof. The self-consistent solution in every strained cell has ⟨S⟩ = 1 and Σω = N_e, so L equals F along it and the total derivatives agree. The total derivative of L is the partial one plus terms in dc/dε, dc*/dε and dx/dε. The coefficient of dc* is ω H c − λ S c = ω (H − e S) c = 0, and that of dc is its complex conjugate. The coefficient of dx is 2w{ e − μ + kT ln[x/(1−x)] }, where ⟨H⟩ = e⟨S⟩ = e was used, and it vanishes for x = 1/(1 + exp((e − μ)/kT)). ∎

Orthogonality between different states needs no multiplier here because in the eigenbasis the diagonal multipliers already make L stationary. For fixed integer occupations the x terms are absent and the argument is otherwise unchanged, provided every degenerate level is either full or empty, as when a gap separates occupied from empty states at each k-point. If a degenerate level is partly filled, ω is not constant within it, the sums over n are no longer traces, and for a strain component that splits the level at first order the result depends on which states of the level are occupied; a strain that keeps the level degenerate, such as a uniform dilation acting on a degeneracy due to symmetry, gives the same derivative of the eigenvalue for every state of the level. A strain that splits the level at first order then gives the energy with the lowest states filled different slopes for ε > 0 and ε < 0.

### Theorem 2

Under (A1) to (A3) and (B1) to (B3),

Ω σ_ab = Ω σ^kin + Ω σ^NL + Ω σ^aug + ∂E_d/∂ε_ab at fixed N(G), with

Ω σ^NL_ab = 2 Re Σ_kn ω_kn Σ_ij (D_ij − e_kn q_ij) p_i* dp_j/dε_ab, dp_j/dε_ab = Σ_G (dβ_j/dε_ab)* c(G), (6)

Ω σ^aug_ab = −Σ_G V(G)* exp(−i G·τ) Σ_ij ρ_ij G_a ∂_b Q̃_ij(G), (7)

Ω σ^kin_ab = −Σ_kn ω_kn Σ_G |c|² q_a q_b. (8)

D is the screened matrix (5), dβ/dε is (2), and (7) is summed over atoms.

Proof. By Lemma 6, differentiate L at fixed c and x. The entropy and the μ term contain no lattice quantity. The kinetic term gives (8) through d(½|q|²)/dε_ab = −q_a q_b. The bare nonlocal term gives Σ D⁰_ij dρ_ij. E_d depends on strain explicitly and through N(G). In (4) the first part is built from c and ω and is constant, the phase is constant, and the product rule leaves

dN(G) = exp(−i G·τ) Σ_ij [ dρ_ij Q̃_ij(G) + ρ_ij dQ̃_ij(G) ].

Contracted with V(G)*, the first bracket term gives Σ (D_ij − D⁰_ij) dρ_ij by (5). The second gives (7) by (1), since Q̃ is a function of fixed form; no volume factor appears because Q̃ and N carry none. In the constraint, Σ|c|² is constant and q_ij = ∫Q_ij d³r is a property of the rigid function, so the term contributes −Σ ω e q_ij d(p_i* p_j). Collecting everything that multiplies d(p_i* p_j) gives Σ ω M_ij d(p_i* p_j) with M = D − e q. This matrix is real and symmetric, so Σ M_ij dp_i* p_j is the complex conjugate of Σ M_ij p_i* dp_j after exchange of the labels i and j, and the two add to twice the real part. ∎

Remark 5 (meaning of the three parts of M). Frozen coefficients in a strained cell have changed projections. The change costs bare nonlocal energy (D⁰); it changes the amount of augmentation charge sitting in the potential (∫VQ); and it changes the norm ⟨S⟩ of each state, whose restoration costs −e times the change of norm (−e q). For Q = 0 the last two and σ^aug vanish, and (6) is the stress of a norm-conserving separable potential.

Remark 6 (parts of dβ). Inserting the volume term, dp = −½ δ_ab p, gives −δ_ab Σ ω p†(D − e q) p. The angular term of (2) is traceless for each projector and each q, so its contribution to (6) is traceless. By (B1) and Lemma 1, Q̃_ij is a sum of terms 4π(−i)^L f(|G|) Y_LM, so −G_a∂_b Q̃ is given by the radial and angular terms of (2) with L up to l_i + l_j, and it vanishes at G = 0 by Remark 2.

### Lemma 7 (terms at fixed N, local density model)

Let E_d = E_H + E_loc + E_x with E_H = (2π/Ω) Σ_(G≠0) |N|²/|G|², E_loc = Ω⁻¹ Σ_(G≠0) N* s(G) v(|G|²), where s(G) = Σ exp(−i G·τ) over atoms, and E_x = ∫ e_x(n) d³r. At fixed N(G),

∂E_H/∂ε_ab = −δ_ab E_H + (4π/Ω) Σ |N|² G_a G_b/|G|⁴,

∂E_loc/∂ε_ab = −δ_ab E_loc − (2/Ω) Σ N* s v′ G_a G_b, v′ = dv/d|G|²,

∂E_x/∂ε_ab = δ_ab ( E_x − ∫ v_x n d³r ), v_x = de_x/dn.

Proof. The factor 1/Ω has derivative −δ_ab/Ω, which gives the first term of the first two lines. With d|G|² = −2 G_a G_b, one has d|G|⁻² = +2 G_a G_b/|G|⁴ and dv = −2 v′ G_a G_b. For the third line, n at a fixed fractional position is Ω⁻¹ Σ N(G) exp(i G·r) with invariant phases, so dn = −δ_ab n. E_x is Ω times the cell average of e_x(n); the factor Ω gives δ_ab E_x and the integrand gives −δ_ab ∫ v_x n. ∎

The traces give checks: (8) has trace −2T with T the kinetic energy, the Hartree term has trace −3E_H + 2E_H = −E_H, and for Slater exchange, e_x ∝ n^(4/3), v_x n = (4/3) e_x makes the exchange term −δ_ab E_x/3. A gradient-corrected functional changes the third line and leaves (6) and (7) as they are, since their proof uses (B2) alone. A functional that depends on the orbitals in another way, through the kinetic energy density or exact exchange, violates (B2), and Theorem 2 does not cover it.

### Proposition 8 (zero of the potential)

Under V(r) → V(r) + C, σ^NL and σ^aug are unchanged, while the D part of (6) alone changes by C Σ q_ij dρ_ij/dε_ab.

Proof. The shift adds C to V(0), so (5) gives D → D + C q and H → H + C + C Σ q_ij |β_i⟩⟨β_j| = H + C S. The eigenvectors of H c = e S c are unchanged, e → e + C and μ → μ + C, so ω is unchanged, and D − e q → D + C q − (e + C) q. In (7) the G = 0 term is zero by Remark 6. ∎

In a periodic solid the average Hartree potential is set by convention, so a nonlocal stress built from D without −e q would depend on that convention. The same proposition shows that the G = 0 component of the local pseudopotential does not affect (6) or (7).

### Proposition 9 (antisymmetric part)

The D⁰ and −e q parts of (6) are symmetric in ab. The antisymmetric part of the ∫VQ part is minus that of (7), so the sum σ^NL + σ^aug is symmetric.

Proof. An antisymmetric ε is to first order a rotation ℜ of all q and G, with lengths, phases and Ω unchanged. Real harmonics of given l transform as Y_i(ℜu) = Σ O_ii′ Y_i′(u) with O real, orthogonal, and the same for all radial channels of that l. Then β → Oβ, p → Op at fixed c, and ρ → OρO^T. The matrix D⁰ is proportional to δ_ll′ δ_mm′ in the angular labels by (B1). So is q_ij, because at G = 0 the L = 0 part alone survives and [Y_i Y_j]_0 = δ_ll′ δ_mm′/4π. Such matrices satisfy O^T M O = M, so p†Mp is invariant and its derivative vanishes. For the rest, projection on L commutes with rotations, so Q̃(ℜG) = O Q̃(G) O^T, and Σ_ij ρ_ij Q̃_ij → Σ O_ia O_jb ρ_ab O_ic O_jd Q̃_cd = Σ ρ_ab Q̃_ab, with a to d here projector labels. The bracket in dN(G) therefore vanishes for each G, and its two terms, contracted with V*, are the ∫VQ part of (6) and the term (7). ∎

When the potential around the atom is not spherical, the screened D in general loses the form used in the proof (proportional to δ_ll′ δ_mm′ and independent of m), and σ^NL alone is then not guaranteed to be symmetric, unless the symmetry of the crystal makes it so. The terms (8) and those of Lemma 7 are symmetric by inspection.

### Worked example: a two-atom model

All parameters are round model values. The cell has rows (6, 0, 0), (0.6, 6.5, 0), (0.4, −0.5, 7) bohr and Ω = 273 bohr³. Two atoms sit at fractional positions (0, 0, 0) and (0.45, 0.55, 0.4), each with Z = 3 and v = −4πZ exp(−|G|² r_c²/4)/|G|², r_c = 1.5 bohr, for which −v′ = v (r_c²/4 + 1/|G|²). Each atom has normalised Gaussian projectors of exponent 1.0 bohr⁻² in four channels, s1 (r⁰), s2 (r²), p and d, and Q_ij = κ_i κ_j χ_i χ_j with normalised functions χ of the same polynomial form, exponent 0.4 bohr⁻² and κ = 0.7, 0.5, 0.8, 0.6. The functional is Hartree plus Slater exchange. Two k-points of weight 0.5, at Γ and at (0.3, 0.2, 0.4), carry 101 and 104 plane waves, selected once by a cutoff of 4 Ha in the unstrained cell; density and potential are held on a 13³ grid, and kT = 0.02 Ha. Correlation, the ion–ion energy and the G = 0 local term are left out, and the basis is not converged, so the numbers test the formulas and describe no material. The sum of terms below is the strain derivative of this F and is not a total stress.

On the first atom the diagonal q_ii are κ², that is 0.49, 0.25, 0.64 and 0.36. The zero of V is fixed by setting the G = 0 Hartree and local terms to zero, so V(0) is the cell average of v_x; by Proposition 8 another zero shifts D by C q. With this zero, screening lowers these elements of D: for s1s1 from 0.6 to 0.337891 Ha, for p_z from −0.4 to −0.670720 Ha, for d_z² from −0.3 to −0.421986 Ha. An element forbidden in D⁰ appears, D(s1, p_z) = −0.002621 Ha. The Fermi level is −0.006397 Ha, several states are fractionally occupied, and the augmentation charge Σ ρ_ij q_ij is 1.533665 of the six electrons.

The xx component of Ωσ^NL, split by the three terms of (2), is

0.388042 (volume) − 0.007322 (radial) − 0.014464 (angular) = 0.366255 Ha

to the rounding of the last digit, and split by the three parts of M it is

−0.007810 (D⁰) + 0.482859 (∫VQ) − 0.108794 (−e q) = 0.366255 Ha.

In this model the volume term dominates the diagonal, and the bare matrix contributes about two percent of the xx total in magnitude, against about 7 and 16 percent for yy and zz; in the shear components it supplies the larger part, −0.025998 of −0.035394 Ha in xy. The angular diagonal entries −0.014464, −0.010548 and 0.025013 add to zero within rounding. In the xy shear the volume term is absent and the angular term −0.037625 outweighs the radial term 0.002231, for a total of −0.035394 Ha. The full xx derivative is

0.366255 (NL) − 0.194195 (aug) − 0.850430 (kin) − 0.117262 (H) − 0.152157 (loc) + 0.456299 (x) = −0.49149 Ha,

and the central finite difference of the self-consistent F is −0.491491 Ha. Over the six symmetric components the largest absolute deviation of Ωσ from the finite difference is 2.5 × 10⁻⁸ Ha. Without −e q it becomes 0.10879 Ha, with D⁰ in place of D 0.48695 Ha, and without σ^aug 0.20708 Ha, to be compared with diagonal components of 0.49 to 1.0 Ha in magnitude; the first two of these deviations depend on the zero chosen for V, by Proposition 8. The trace rules hold: the kinetic diagonal adds to −2.94269 Ha = −2 × 1.471346 Ha, the Hartree diagonal to −0.256647 Ha = −E_H, and the exchange entry is 1.368896/3 = 0.456299 Ha.

With 1 Ha/bohr³ = 29421.0 GPa, σ^NL_xx = 0.366255/273 × 29421.0 = 39.47 GPa. The yy and zz components are 38.06 and 48.68 GPa, and the nonlocal contribution to the pressure is −(39.47 + 38.06 + 48.68)/3 = −42.07 GPa.

Proposition 8 is tested with C = 0.5 Ha: σ^NL is unchanged, while the D part alone moves by −0.554375 Ha in xx. Division by C gives the rate at which frozen coefficients lose augmentation charge, Σ q dρ/dε_xx = −1.10875, of which the volume term supplies −1.533665 and the radial and angular terms the remaining +0.4249. The size of the −e q part, −0.108794 Ha here, thus depends on the convention, and with the shifted zero it becomes −0.108794 + 0.554375 = 0.445581 Ha, with the opposite sign.

The antisymmetric parts ½(M_ab − M_ba) of Ωσ^NL in yz, xz, xy are 2.6, −3.0 and −1.2 × 10⁻⁵ Ha, and those of Ωσ^aug are their negatives, as Proposition 9 states; the check also asserts that the part built from D⁰ − e q has none. They are far smaller than the symmetric shear components, which range from 0.001 to 0.035 Ha in magnitude. By the proof, they arise from the part of ∫VQ that is not rotationally invariant, of which D(s1, p_z) is one element.

Values computed for the example and the checks

```
cell rows (bohr): [[6.0, 0.0, 0.0], [0.6, 6.5, 0.0], [0.4, -0.5, 7.0]]  volume 273.000 bohr^3
d_xz projector, exponent 1.0 bohr^-2, tau=0, q=[0.6, 0.8, 1.2] bohr^-1, |q|=1.562050
u = 0.384111 0.512148 0.768221 ; norm 2.609332 bohr^-7/2
f 0.383226, q*int r^3 beta j3 0.467535, q f' 0.298916 (bohr^3/2)
Y 0.322391, grad R(u) 0.839319 -0.000000 0.419659
4pi/sqrt(V) 0.760551 bohr^-3/2, beta -0.093965 (dimensionless)
dbeta/deps_xx vol 0.046983 rad 0.010814 ang 0.066238 sum 0.124034 fin.diff 0.124034
dbeta/deps_yy vol 0.046983 rad 0.019224 ang -0.049293 sum 0.016914 fin.diff 0.016914
dbeta/deps_zz vol 0.046983 rad 0.043255 ang -0.016945 sum 0.073293 fin.diff 0.073293
dbeta/deps_xz vol -0.000000 rad 0.021627 ang -0.008472 sum 0.013155 fin.diff 0.013155
dbeta/deps_zx vol -0.000000 rad 0.021627 ang 0.132475 sum 0.154103 fin.diff 0.154103
max |formula - fin.diff| of dbeta, l<=3: 5.9e-11
Q(G) formula vs quadrature, |G| up to 5.026 bohr^-1: 24 points 4.7e-10, 40 points 1.3e-15
atoms (frac): [[0.0, 0.0, 0.0], [0.45, 0.55, 0.4]]  k (frac): [[0.0, 0.0, 0.0], [0.3, 0.2, 0.4]]  weights [0.5, 0.5]
Z 3, r_c 1.5 bohr, Ecut 4 Ha, kT 0.02 Ha, grid 13^3, bands 24, plane waves 101 104
chi exponent 0.4 bohr^-2, kappa(s1,s2,p,d) [0.7, 0.5, 0.8, 0.6]
elements s1s1 s1s2 s2s2 pz-pz dz2-dz2 of atom 1:
D0 (Ha)               0.600000  -0.200000   0.300000  -0.400000  -0.300000
D screened (Ha)       0.337891  -0.315091   0.214109  -0.670720  -0.421986
q                     0.490000   0.271109   0.250000   0.640000   0.360000
off-diagonal D(s1,pz) atom 1 -0.002621 Ha; Fermi level -0.006397 Ha
e k1 (Ha)            -0.233981  -0.025310  -0.011744   0.013271   0.066428
w*f k1                0.999989   0.720242   0.566448   0.272214   0.025550
e k2 (Ha)            -0.168270  -0.108022  -0.027503  -0.002409   0.018781
w*f k2                0.999695   0.993826   0.741789   0.450314   0.221163
augmentation charge 1.533665 e, min density 0.006088 bohr^-3
T 1.471346 Enl0 0.142086 Eloc -0.847044 EH 0.256647 Ex -1.368896 TS 0.077368 F -0.423229 Ha
V*sigma in Ha, symmetric part, xx yy zz yz xz xy:
NL vol                0.388042   0.388042   0.388042   0.000000   0.000000   0.000000
NL rad               -0.007322  -0.024358   0.038615  -0.005907  -0.004522   0.002231
NL ang               -0.014464  -0.010548   0.025013   0.004732  -0.010052  -0.037625
NL from D0           -0.007810  -0.023301   0.070450  -0.001054  -0.011817  -0.025998
NL from int V Q       0.482859   0.482418   0.486945   0.000671  -0.003400  -0.011145
NL from -e q         -0.108794  -0.105981  -0.105726  -0.000792   0.000642   0.001749
NL total              0.366255   0.353136   0.451669  -0.001175  -0.014575  -0.035394
augmentation         -0.194195  -0.193863  -0.207083   0.001206   0.001467   0.000848
kinetic              -0.850430  -0.821067  -1.271196   0.053293   0.046306   0.108507
Hartree              -0.117262  -0.093140  -0.046245  -0.014022   0.010252   0.023181
local                -0.152157  -0.239182  -0.381075   0.054506  -0.044715  -0.114733
exchange              0.456299   0.456299   0.456299   0.000000   0.000000   0.000000
sum                  -0.491491  -0.537816  -0.997631   0.093808  -0.001264  -0.017591
fin.diff of F        -0.491491  -0.537816  -0.997631   0.093808  -0.001264  -0.017591
max dev (Ha): full 2.5e-08, no e q 0.10879, bare D0 0.48695, no aug 0.20708
antisym NL (Ha)       0.000026  -0.000030  -0.000012
antisym aug (Ha)     -0.000026   0.000030   0.000012
D-only, V+0.5 Ha     -0.554375  -0.553705  -0.559176  -0.001068   0.004368   0.013717
sigma NL (GPa)         39.4711    38.0572    48.6761    -0.1266    -1.5707    -3.8144
sigma sum (GPa)       -52.9676   -57.9601  -107.5139    10.1096    -0.1362    -1.8957
NL pressure -42.0681 GPa; 1 Ha/bohr^3 = 29421.0 GPa
```
